\section*{Smearing entropy is physical electronic entropy only for Fermi-Dirac occupation}

\section{The result and the belief it corrects}

An electronic-structure code that smears the occupation of its levels prints an entropy $S$, or the energy $-\sigma S$, where $\sigma$ is the smearing width. For independent electrons this $S$ is the (grand-canonical) thermal entropy of every set of levels only if the occupation is Fermi-Dirac, with $\sigma=k_BT$. To leading order in the width, a metal with density of states $D$ then has
\begin{equation}
S_{\rm FD}\simeq\frac{\pi^2}{3}D(E_F)\,k_BT,
\qquad
S_{\rm MP1}\simeq-\frac{\sigma^3}{8}D''(E_F),
\label{result}
\end{equation}
where the second expression is for first-order Methfessel-Paxton (MP) smearing. Entropies are in units of $k_B$, and $D$ counts both spins. The MP expression contains the curvature of $D$ instead of its value. It gives no $\sigma^2$ term in $\sigma S$, and it is negative where $D''(E_F)>0$, as at a parabolic minimum of $D$ that is broad compared with $\sigma$.

The belief that any printed smearing entropy is the electronic entropy has a reasonable basis. The width looks like a temperature, the occupations make a quantity of the form $F=E-\sigma S$ stationary (convex in an occupation $f_i$ only where the smearing function $w$ defined below is positive, since $\partial^2F/\partial f_i^2=\sigma/w$), and this quantity obeys the thermodynamic relation $dF/d\sigma=-S$. That relation holds for every scheme considered here, as shown next, so it cannot tell a physical entropy from an auxiliary one.

\section{Why the printed quantity looks thermodynamic}

Let the levels be $\varepsilon_i$, the chemical potential $\mu$, and $x_i=(\mu-\varepsilon_i)/\sigma$. A scheme is defined by an even, normalized function $w(x)$ that replaces the delta function. Its occupation and generalized entropy per level are
\begin{equation}
f(x)=\int_{-\infty}^{x}w(t)\,dt,\qquad
s(x)=-\int_{-\infty}^{x}t\,w(t)\,dt,
\label{def}
\end{equation}
so that $f'=w$ and $s'=-xf'$. The totals are $S=\sum_i s(x_i)$, $E=\sum_i f_i\varepsilon_i$ and $F=E-\sigma S$. At fixed levels,
\begin{align}
dF&=\sum_i\varepsilon_i\,df_i-S\,d\sigma-\sigma\sum_i ds_i\nonumber\\
&=\sum_i\varepsilon_i\,df_i-S\,d\sigma+\sum_i(\mu-\varepsilon_i)\,df_i\nonumber\\
&=-S\,d\sigma+\mu\sum_i df_i .
\end{align}
The second line uses $ds_i=-x_i\,df_i$ and $\sigma x_i=\mu-\varepsilon_i$. At fixed electron number $\sum_i df_i=0$, hence $dF/d\sigma=-S$. Nothing about $w$ beyond Eq.~(\ref{def}) was used.

\section{What makes an entropy physical}

The thermal entropy is the Gibbs entropy $-\sum p\ln p$ over many-electron states. For independent electrons exchanged with a reservoir at chemical potential $\mu$ (the grand-canonical ensemble), a state is a list of $n_i\in\{0,1\}$, and with $x_i=(\mu-\varepsilon_i)/k_BT$ its probability is
\begin{equation}
p=\prod_i\frac{e^{n_ix_i}}{1+e^{x_i}}
=\prod_i f_i^{\,n_i}(1-f_i)^{1-n_i},\qquad f_i=\frac{1}{1+e^{-x_i}} .
\end{equation}
Since $\ln p=\sum_i[n_i\ln f_i+(1-n_i)\ln(1-f_i)]$ and the mean of $n_i$ is $f_i$,
\begin{equation}
-\sum p\ln p=-\sum_i\left[f_i\ln f_i+(1-f_i)\ln(1-f_i)\right].
\label{gibbs}
\end{equation}

Now ask which scheme has an $s(x)$ equal to this expression for its own $f(x)$. A single level placed anywhere must already satisfy it, so it must hold at each $x$. The derivative of the right-hand side of Eq.~(\ref{gibbs}) for one level is $-\ln[f/(1-f)]\,f'$, while $s'=-xf'$. Therefore
\begin{equation}
x f'=\ln\!\left(\frac{f}{1-f}\right)f' .
\end{equation}
Wherever $f'\neq0$ this gives $f=1/(1+e^{-x})$. An interval with $f'=0$ is excluded: $f$ would be constant there, yet it would have to join different Fermi-Dirac values at the two ends, or stop short of its limits 0 and 1. Fermi-Dirac occupation is thus the only solution. If $\sigma$ differs from $k_BT$, the printed value is the entropy at the temperature $\sigma/k_B$, not at $T$.

Eight levels show the difference. Take an open tight-binding chain of eight sites without spin, with hopping 1~eV, $\mu=0$ and width 0.2~eV. Summing over all 256 many-electron states gives a Gibbs entropy of 0.935. The Fermi-Dirac formula gives 0.935, Gaussian smearing 0.028, and first-order MP $-0.070$. A Gibbs entropy cannot be negative, because every $p$ lies between 0 and 1. The 256 states include every electron number. An isolated cluster with exactly four electrons has only 70 states and an entropy of 0.155, which the Fermi-Dirac formula does not give. The difference between the two ensembles grows only slowly with size (2.8 out of 55 for a chain of 512 sites at the same width), so it vanishes per atom in an extended solid.

\section{What the entropy measures in a metal}

Let $D$ be smooth around $\mu$ on the scale of $\sigma$. Substituting $\varepsilon=\mu-\sigma x$,
\begin{equation}
S=\int D(\varepsilon)\,s\!\left(\frac{\mu-\varepsilon}{\sigma}\right)d\varepsilon
=\sigma\int_{-\infty}^{\infty}D(\mu-\sigma x)\,s(x)\,dx .
\end{equation}
Because $w$ is even, $s$ is even and vanishes at both ends, and only even powers of $x$ survive in the Taylor series of $D$. With the moments $M_n=\int x^nw\,dx$, integration by parts and $s'=-xw$ give
\begin{equation}
\int x^{2j}s\,dx=-\int\frac{x^{2j+1}}{2j+1}\,s'\,dx=\frac{M_{2j+2}}{2j+1}.
\end{equation}
Multiplying by the Taylor factor $\sigma^{2j}D^{(2j)}/(2j)!$ yields
\begin{equation}
S=\sum_{j\ge0}\frac{M_{2j+2}}{(2j+1)!}\,\sigma^{2j+1}D^{(2j)}(\mu)
=\sigma M_2D+\frac{\sigma^3}{6}M_4D''+\dots
\label{series}
\end{equation}
This is an expansion for small $\sigma$. It fails if a band edge or a sharp peak of $D$ lies close enough to $\mu$ that $s$ is still appreciable there: with Fermi-Dirac occupation and a flat $D$, an edge three widths below $\mu$ still lowers $S$ by 7\%.

The chemical potential moves with $\sigma$. If $\mathcal N(\varepsilon)$ is the integral of $D$ up to $\varepsilon$, integration by parts turns the electron number into
\begin{equation}
\int D f\,d\varepsilon=\int\mathcal N(\mu-\sigma x)\,w\,dx
=\mathcal N(\mu)+\frac{\sigma^2}{2}M_2D'(\mu)+\frac{\sigma^4}{24}M_4D'''(\mu)+\dots,
\end{equation}
which must equal $\mathcal N(E_F)$. For $D(E_F)\neq0$, $\mu-E_F$ is of the order of the first term that does not vanish, $\sigma^2$ or higher. The leading term of $S$ may therefore be evaluated at $E_F$.

\subsection{Fermi-Dirac}

Here $w=e^{-x}/(1+e^{-x})^2=\sum_{n\ge1}(-1)^{n+1}n\,e^{-nx}$ for $x>0$, so
\begin{equation}
M_2=2\sum_{n\ge1}(-1)^{n+1}n\,\frac{2}{n^3}
=4\sum_{n\ge1}\frac{(-1)^{n+1}}{n^2}=4\cdot\frac{\pi^2}{12}=\frac{\pi^2}{3}.
\end{equation}
This gives the first part of Eq.~(\ref{result}). Integrating $dF/d\sigma=-S$ from zero width, where $F=E_0$, gives
\begin{equation}
F-E_0\simeq-\frac{\pi^2}{6}D(E_F)(k_BT)^2 .
\label{free}
\end{equation}
The average $(E+F)/2=F+\sigma S/2$, used to extrapolate to zero width, cancels this term. It estimates $E_0$ and is not the free energy at $T$.

\subsection{Methfessel-Paxton}

The order-$N$ function is
\begin{equation}
w_N=\sum_{n=0}^{N}A_nH_{2n}(x)e^{-x^2},\qquad A_n=\frac{(-1)^n}{n!\,4^n\sqrt\pi},
\end{equation}
with Hermite polynomials $H_{2n}$; $N=0$ is Gaussian smearing. All moments follow from $\int e^{qx}w_N\,dx=\sum_n M_nq^n/n!$. Since $H_{2n}e^{-x^2}=d^{2n}e^{-x^2}/dx^{2n}$, $2n$ integrations by parts give a factor $q^{2n}$, and $\int e^{qx-x^2}dx=\sqrt\pi\,e^{q^2/4}$. Hence
\begin{align}
\int e^{qx}w_N\,dx&=e^{q^2/4}\sum_{n=0}^{N}\frac{(-q^2/4)^n}{n!}\nonumber\\
&=1-e^{q^2/4}\sum_{n>N}\frac{(-q^2/4)^n}{n!}\nonumber\\
&=1+\frac{(-1)^N q^{2N+2}}{4^{N+1}(N+1)!}+\dots
\end{align}
The second line holds because the full sum is $e^{-q^2/4}$. The moments $M_2,\dots,M_{2N}$ vanish, and the first that survives is $M_{2N+2}=(-1)^N(2N+2)!/[4^{N+1}(N+1)!]$. Inserted in Eq.~(\ref{series}) with $j=N$, it gives
\begin{equation}
S_N\simeq\frac{(-1)^N(2N+2)}{4^{N+1}(N+1)!}\,\sigma^{2N+1}D^{(2N)}
=\frac{(-1)^N}{2\cdot4^N N!}\,\sigma^{2N+1}D^{(2N)}(E_F).
\label{mp}
\end{equation}
For $N=1$ this is the second part of Eq.~(\ref{result}). The missing quadratic term is the purpose of the method: $F-E_0=-\int_0^\sigma S\,d\sigma'\simeq\sigma^4D''/32$, so $F$ stays close to the ground-state energy. The term removed is the one that carries the thermal physics.

The sign can be seen level by level. For $N=1$,
\begin{equation}
w_1=\frac{e^{-x^2}}{\sqrt\pi}\left(\frac32-x^2\right),\qquad
s_1=\frac{e^{-x^2}}{4\sqrt\pi}\,(1-2x^2).
\end{equation}
Differentiating $s_1$ gives $(4x^3-6x)e^{-x^2}/(4\sqrt\pi)=-xw_1$, as required, and $s_1$ vanishes at $-\infty$. It is negative for $|x|>1/\sqrt2$. The occupation has its minimum where $w_1$ changes sign, at $x=-\sqrt{3/2}$, and equals $-0.0355$ there. A negative occupation is not a probability, and Eq.~(\ref{gibbs}) cannot be applied to it.

\section{Two bands at 1000 K}

Consider two half-filled model bands with $E_F=0$. A tight-binding chain with hopping $t=1$~eV has $D=2/(\pi\sqrt{4t^2-\varepsilon^2})$ per atom, with a minimum at $E_F$. A semi-elliptic band of half-width $W=4$~eV has $D=4\sqrt{W^2-\varepsilon^2}/(\pi W^2)$, with a maximum there. Both have $D(E_F)=0.3183$ states/(eV\,atom). The curvatures are $D''=D/(4t^2)=0.0796$ and $D''=-D/W^2=-0.0199$ states/(eV$^3$\,atom).

At 1000~K, $k_BT=0.08617$~eV, and the linear law gives for either band
\begin{equation}
S_{\rm FD}\simeq3.290\times0.3183\times0.08617=0.0902 .
\end{equation}
The sum over the chain levels gives 0.0906, so $TS=7.81$~meV/atom and $F-E_0=-3.90$~meV/atom. The average $(E+F)/2$ differs from $E_0$ by only 0.009~meV/atom: the thermal term has gone.

An MP run of first order at 0.2~eV should give for the chain
\begin{equation}
S_{\rm MP1}\simeq-\frac{(0.2)^3\times0.0796}{8}=-8.0\times10^{-5},
\end{equation}
and the level sum is $-8.1\times10^{-5}$. The printed $-\sigma S$ is $+0.016$~meV/atom, where the physical $-TS$ at 1000~K is $-7.81$~meV/atom. For the semi-elliptic band the MP entropy is $+2.0\times10^{-5}$. Two phases with nearly the same electronic entropy thus receive values of opposite sign, set by curvature. At 0.4~eV the chain sum, $-7.0\times10^{-4}$, is about 10\% larger in magnitude than the leading law, which shows the growth of the neglected terms.

\section{Partial repairs and a sound one}

Gaussian smearing has $M_2=1/2$, so its $\sigma S$ does have a quadratic term. Equating $\sigma_G^2/2$ with $(\pi^2/3)(k_BT)^2$ gives $\sigma_G=\pi\sqrt{2/3}\,k_BT=0.221$~eV at 1000~K. For the chain, $\sigma_GS$ is then 7.80~meV/atom, against the physical 7.81. The agreement rests on a smooth, nonzero $D$ at $E_F$. For two levels at $\pm0.5$~eV around $\mu$, the Fermi-Dirac $TS$ is 3.53~meV and the matched Gaussian gives 0.75~meV, too small by a factor of 4.7. The reason lies in the tails: for large $|x|$ the Fermi-Dirac $s$ falls as $(1+|x|)e^{-|x|}$, the Gaussian one as $e^{-x^2}$.

A Fermi-Dirac run at another width can be rescaled while $S$ is linear in $T$. A width of 0.2~eV corresponds to 2321~K; scaling the chain entropy down to 1000~K gives 0.0928, which is 2.3\% above the direct value.

The sound procedure is to keep the levels of the MP run, refill them with Fermi-Dirac occupation at the wanted $T$, solve for $\mu$ at fixed electron number, and evaluate Eq.~(\ref{gibbs}). For a metal the levels must be dense on the scale of $k_BT$; a sampling sufficient for a wider MP smearing may be too coarse and must then be refined. The procedure neglects the change of the levels with temperature. The result is the grand-canonical entropy of independent electrons in those levels at a fixed lattice. It applies per atom to an extended solid, not to an isolated molecule or small cluster with a fixed electron number. Vibrational entropy, magnetic disorder and interaction corrections beyond the one-electron levels are separate contributions. The numerical check compares the Gibbs sum, the relation $dF/d\sigma=-S$ and the leading laws with explicit sums over levels.

\section*{Table of computed values}
\begin{verbatim}
M2: FD 3.2899, Gaussian 0.5000, MP1 0.0000, MP2 0.0000
M4: FD 45.4576, Gaussian 0.7500, MP1 -0.7500, MP2 0.0000
MP1 entropy per level changes sign at |x| = 0.7071
MP1 occupation: min -0.0355 at x = -1.225, max 1.0355
Eight levels (eV): -1.879 -1.532 -1.000 -0.347 0.347 1.000 1.532 1.879
Eight levels, width 0.2 eV, 256 states: Gibbs entropy 0.93483 kB
  Fermi-Dirac entropy: 0.93483 kB
  Gaussian entropy: 0.02766 kB
  MP order 1 entropy: -0.06958 kB
Chain hopping 1.0 eV; semi-ellipse half-width 4.0 eV
D(E_F) of both bands: 0.31831 states/(eV atom)
D'' at E_F, chain: 0.07958 states/(eV^3 atom)
D'' at E_F, semi-ellipse: -0.01989 states/(eV^3 atom)
Entropy per atom (kB), chain:
  width 0.1 eV: FD 0.10535, Gaussian 0.01593, MP1 -1.000e-05
  width 0.2 eV: FD 0.21529, Gaussian 0.03191, MP1 -8.143e-05
  width 0.4 eV: FD 0.46678, Gaussian 0.06433, MP1 -7.026e-04
Entropy per atom (kB), semi-ellipse:
  width 0.1 eV: FD 0.10457, Gaussian 0.01591, MP1 2.488e-06
  width 0.2 eV: FD 0.20822, Gaussian 0.03181, MP1 1.993e-05
  width 0.4 eV: FD 0.40864, Gaussian 0.06350, MP1 1.604e-04
Chain, 0.6 electrons/atom, E_F -1.1756 eV, width 0.05 eV:
  MP1 entropy -6.115e-06 kB, leading law -6.067e-06 kB
T = 1000 K: kB*T = 0.08617 eV; chain ground-state energy -1.27324 eV/atom
FD entropy, chain: 0.09064 kB/atom; linear law 0.09024 kB/atom
FD T*S, chain: 7.8105 meV/atom
FD F - E0: -3.8966 meV/atom; law -3.8882 meV/atom
FD (E+F)/2 - E0: 0.0086 meV/atom
MP1 at 0.2 eV, chain: printed -sigma*S = 0.0163 meV/atom
MP1 at width kB*T, chain: S = -6.392e-06 kB/atom
FD width 0.2 eV is 2321 K; its S rescaled to 1000 K: 0.09276 kB/atom
Matched Gaussian width: 0.2210 eV; chain sigma*S = 7.8004 meV/atom
Two levels, gap 1.0 eV: FD T*S 3.5315 meV, matched Gaussian 0.7478 meV
  ratio FD/Gaussian 4.72
\end{verbatim}
